# Weinstein and Temple lower bounds for a particle in a box: a program that tests the result

```python
"""Lower bounds to the ground energy of a particle in a unit box.

Result under test: for H = -(1/2) d^2/dx^2 on 0 < x < 1 with hard walls,
the trial function phi = x(1-x) has mean energy E = 5 and variance 5, and
  Weinstein: some level lies in [E - sigma, E + sigma];
  Temple:    E_1 >= E - sigma^2/(beta - E)  if  E < beta <= E_2.
For a trial function even about x = 1/2, beta may be raised to E_3.
Symbols: E_n = n^2 pi^2/2 exact levels, sigma^2 energy variance,
beta a lower bound to the next level that can enter the trial function.
Units: hbar = m = L = 1, energies in hbar^2/(m L^2).
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def integral(poly):
    primitive = poly.integ()
    return primitive(1.0) - primitive(0.0)


def apply_h(poly):
    return -0.5 * poly.deriv(2)


def moments(poly):
    """Mean energy, second moment |H phi|^2/|phi|^2, and variance."""
    norm = integral(poly * poly)
    h_poly = apply_h(poly)
    mean = integral(poly * h_poly) / norm
    second = integral(h_poly * h_poly) / norm
    return mean, second, second - mean**2


def temple(mean, variance, beta):
    return mean - variance / (beta - mean)


levels = np.arange(1, 61)**2 * np.pi**2 / 2
E1, E2, E3 = levels[:3]

# Levels and parities from a finite-difference Hamiltonian
intervals = 1000
step = 1.0 / intervals
grid_levels, grid_states = eigh_tridiagonal(
    np.full(intervals - 1, 1 / step**2),
    np.full(intervals - 2, -0.5 / step**2),
    select="i", select_range=(0, 3))
# second-order grid error is about (n pi step)^2/12, below 2e-5 here
assert np.allclose(grid_levels, levels[:4], rtol=5e-5, atol=0)
parities = np.sum(grid_states * grid_states[::-1], axis=0)
assert np.allclose(parities, [1, -1, 1, -1], atol=1e-5)

# Moments of the trial function
x = Polynomial([0.0, 1.0])
wall = x * (1 - x)
norm = integral(wall * wall)
mean, second, variance = moments(wall)
sigma = np.sqrt(variance)
assert abs(mean - 5) < 1e-11 and abs(variance - 5) < 1e-10

# Applying the differential expression twice loses a boundary term
h_wall = apply_h(wall)
square_norm = integral(h_wall * h_wall)
naive = integral(wall * apply_h(h_wall))
slope = wall.deriv()
boundary = -0.5 * (slope(1.0) * h_wall(1.0) - slope(0.0) * h_wall(0.0))
assert abs(square_norm - naive - boundary) < 1e-12
naive_variance = naive / norm - mean**2

# Spectral weights by quadrature, then infinite sums over odd n
for n in range(1, 8):
    overlap = quad(lambda t: np.sqrt(2) * np.sin(n * np.pi * t)
                   * t * (1 - t), 0, 1, epsabs=1e-13)[0]
    weight_formula = 960 / (n * np.pi)**6 if n % 2 else 0.0
    assert abs(overlap**2 / norm - weight_formula) < 1e-11
    if n == 1:
        ground_weight = overlap**2 / norm


def spectral_moment(power):
    def term(k):
        n = 2 * k + 1
        return 960 / (n * mp.pi)**6 * (n**2 * mp.pi**2 / 2)**power
    return float(mp.nsum(term, [0, mp.inf]))


sums = [spectral_moment(power) for power in range(3)]
assert np.allclose(sums, [1.0, mean, second], rtol=1e-8)

# Bounds for the trial function
weinstein_low, weinstein_high = mean - sigma, mean + sigma
assert weinstein_high < E2
beta_cautious = 2 * 3.0**2
assert mean < beta_cautious < E2
temple_cautious = temple(mean, variance, beta_cautious)
temple_general = temple(mean, variance, E2)
temple_even = temple(mean, variance, E3)
assert (weinstein_low < temple_cautious < temple_general
        < temple_even < E1 < mean)

# Both theorems on random trial functions
rng = np.random.default_rng(7)
samples = 2000
count_temple = count_weinstein = count_even = 0
for _ in range(samples):
    a, b = rng.normal(size=2)
    m, _, v = moments(wall * (1 + a * x + b * x**2))
    s = np.sqrt(v)
    assert np.min(np.abs(levels - m)) <= s + 1e-8
    if m + s < E2:
        count_weinstein += 1
        assert m - s <= E1 + 1e-8
    if m < E2 - 1e-3:
        count_temple += 1
        assert temple(m, v, E2) <= E1 + 1e-6
    a, b = 4 * rng.normal(size=2)
    m, _, v = moments(wall * (1 + a * wall + b * wall**2))
    if m < E3 - 1e-3:
        count_even += 1
        assert temple(m, v, E3) <= E1 + 1e-6
assert min(count_temple, count_weinstein, count_even) > 100

# Trial functions that break the conditions
odd_mean, _, odd_variance = moments(wall * (1 - 2 * x))
odd_low = odd_mean - np.sqrt(odd_variance)
odd_high = odd_mean + np.sqrt(odd_variance)
assert E1 < odd_low < E2 < odd_high
skew_mean, _, skew_variance = moments(x * wall)
skew_valid = temple(skew_mean, skew_variance, E2)
skew_invalid = temple(skew_mean, skew_variance, E3)
assert skew_valid < E1 < skew_invalid

print("Energies in hbar^2/(m L^2), variances in its square")
print(f"exact E_1 = {E1:.6f}")
print(f"exact E_2 = {E2:.6f}")
print(f"exact E_3 = {E3:.6f}")
print(f"finite-difference E_1 = {grid_levels[0]:.6f}")
print("Trial function x(1-x)")
print(f"norm integral = {norm:.6f} (box units)")
print(f"mean energy = {mean:.6f}")
print(f"second moment = {second:.6f}")
print(f"variance = {variance:.6f}")
print(f"sigma = {sigma:.6f}")
print(f"false variance from H applied twice = {naive_variance:.6f}")
print(f"boundary term = {boundary:.6f} (unnormalized)")
print(f"ground-state weight = {ground_weight:.6f} (no unit)")
print(f"upper bound minus E_1 = {mean - E1:.6f}")
print(f"Weinstein interval = {weinstein_low:.6f} to {weinstein_high:.6f}")
for label, beta, bound in (
        ("cautious beta", beta_cautious, temple_cautious),
        ("beta = E_2", E2, temple_general),
        ("beta = E_3, even trial", E3, temple_even)):
    print(f"Temple, {label}: beta = {beta:.6f}, bound = {bound:.6f}")
    print(f"  E_1 minus this bound = {E1 - bound:.6f}")
print(f"E_1 minus Weinstein bound = {E1 - weinstein_low:.6f}")
print("Odd trial x(1-x)(1-2x)")
print(f"mean = {odd_mean:.6f}, variance = {odd_variance:.6f}")
print(f"Weinstein interval = {odd_low:.6f} to {odd_high:.6f}")
print("Trial without parity x^2(1-x)")
print(f"mean = {skew_mean:.6f}, variance = {skew_variance:.6f}")
print(f"Temple with beta = E_2 (valid) = {skew_valid:.6f}")
print(f"Temple with beta = E_3 (not valid) = {skew_invalid:.6f}")
print(f"Random trials drawn of each kind = {samples}")
print(f"Weinstein lower bounds tested = {count_weinstein}")
print(f"Temple bounds tested with E_2 = {count_temple}")
print(f"Temple bounds tested with E_3, even trials = {count_even}")
print("checks complete")
```

Running it gives:

```
Energies in hbar^2/(m L^2), variances in its square
exact E_1 = 4.934802
exact E_2 = 19.739209
exact E_3 = 44.413220
finite-difference E_1 = 4.934798
Trial function x(1-x)
norm integral = 0.033333 (box units)
mean energy = 5.000000
second moment = 30.000000
variance = 5.000000
sigma = 2.236068
false variance from H applied twice = -25.000000
boundary term = 1.000000 (unnormalized)
ground-state weight = 0.998555 (no unit)
upper bound minus E_1 = 0.065198
Weinstein interval = 2.763932 to 7.236068
Temple, cautious beta: beta = 18.000000, bound = 4.615385
  E_1 minus this bound = 0.319418
Temple, beta = E_2: beta = 19.739209, bound = 4.660769
  E_1 minus this bound = 0.274033
Temple, beta = E_3, even trial: beta = 44.413220, bound = 4.873139
  E_1 minus this bound = 0.061663
E_1 minus Weinstein bound = 2.170870
Odd trial x(1-x)(1-2x)
mean = 21.000000, variance = 189.000000
Weinstein interval = 7.252273 to 34.747727
Trial without parity x^2(1-x)
mean = 7.000000, variance = 56.000000
Temple with beta = E_2 (valid) = 2.604123
Temple with beta = E_3 (not valid) = 5.503203
Random trials drawn of each kind = 2000
Weinstein lower bounds tested = 1657
Temple bounds tested with E_2 = 1893
Temple bounds tested with E_3, even trials = 1935
checks complete
```
